# The Adler-Wiser Polarizability and the Eigenvalue Bound on Static Screening

## What symmetry and dimensions fix

Let a weak potential energy \(\delta V\) act on the electrons of a crystal. To first order, the density change at frequency \(\omega\) is

\[
\delta n(\mathbf r)=\int \chi^0(\mathbf r,\mathbf r';\omega)\,\delta V(\mathbf r')\,d^3r' .
\]

Moving the whole crystal by a lattice vector \(\mathbf R\) changes nothing, so \(\chi^0(\mathbf r+\mathbf R,\mathbf r'+\mathbf R;\omega)=\chi^0(\mathbf r,\mathbf r';\omega)\). Apply \(\delta V=e^{i(\mathbf q+\mathbf G')\cdot\mathbf r}\), with \(\mathbf G'\) a reciprocal lattice vector. Since \(e^{i\mathbf G'\cdot\mathbf R}=1\), the response obeys \(\delta n(\mathbf r+\mathbf R)=e^{i\mathbf q\cdot\mathbf R}\delta n(\mathbf r)\). It therefore contains only the waves \(\mathbf q+\mathbf G\), and the response at each \(\mathbf q\) is a matrix:

\[
\delta n(\mathbf q+\mathbf G)=\sum_{\mathbf G'}\chi^0_{\mathbf G\mathbf G'}(\mathbf q,\omega)\,\delta V(\mathbf q+\mathbf G').
\]

An element of this matrix is a density divided by an energy. For independent electrons, first-order theory supplies two dimensionless matrix elements, one for the perturbation and one for the observed density, and one energy denominator. The expected form is thus \(V^{-1}\sum(\text{element})(\text{element})^*/(\text{energy})\), with \(V\) the crystal volume. The derivation must supply the occupations, signs and factors.

## Assumptions and statement

Hartree atomic units are used. The electrons move independently in a Hermitian, lattice-periodic, spin-independent Hamiltonian \(H_0\). Periodic boundary conditions on \(V=N_k\Omega\), where \(\Omega\) is the cell volume, allow \(N_k\) wave vectors \(\mathbf k\). The wave vector \(\mathbf q\) is taken compatible with these boundary conditions, so that \(\mathbf k+\mathbf q\) is again an allowed wave vector. The orthonormal Bloch states are

\[
\psi_{n\mathbf k}(\mathbf r)=\frac1{\sqrt V}\sum_{\mathbf G}c_{n\mathbf k}(\mathbf G)\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},
\]

with energies \(\varepsilon_{n\mathbf k}\) and occupations \(0\le f_{n\mathbf k}\le1\) per spin. Fourier components are defined by \(\delta n(\mathbf K)=V^{-1}\int e^{-i\mathbf K\cdot\mathbf r}\delta n(\mathbf r)\,d^3r\), and likewise for \(\delta V\). The perturbation varies as \(e^{-i\omega t+\eta t}\) with \(\eta>0\), so it vanishes in the distant past. A real perturbation also has the complex-conjugate part, which linearity lets us treat separately.

**Theorem.** (a) The polarizability is

\[
\chi^0_{\mathbf G\mathbf G'}(\mathbf q,\omega)=\frac2V\sum_{\mathbf k nm}
\frac{(f_{n\mathbf k}-f_{m,\mathbf k+\mathbf q})\,M_{nm}(\mathbf G)\,M_{nm}(\mathbf G')^*}{\omega+i\eta+\varepsilon_{n\mathbf k}-\varepsilon_{m,\mathbf k+\mathbf q}},
\]

where the pair-density element \(M_{nm}(\mathbf G)\), which also depends on \(\mathbf k\) and \(\mathbf q\), is

\[
M_{nm}(\mathbf G)=\langle n\mathbf k|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|m,\mathbf k+\mathbf q\rangle
=\sum_{\mathbf G_1}c_{n\mathbf k}(\mathbf G_1)^*\,c_{m,\mathbf k+\mathbf q}(\mathbf G_1+\mathbf G).
\]

(b) Let \(\omega=0\) and \(\eta\to0\), let \(\mathbf q\) not be a reciprocal lattice vector, and let the occupations be either those of an insulator (one below a gap, zero above) or a smooth non-increasing function \(f(\varepsilon)\), such as the Fermi-Dirac function. Let \(v\) be the diagonal matrix with entries \(4\pi/|\mathbf q+\mathbf G|^2\). On any finite set of \(\mathbf G\), the random-phase matrix

\[
\tilde\epsilon=1-v^{1/2}\chi^0v^{1/2}
\]

is Hermitian and all its eigenvalues are at least one.

## Two lemmas

**Lemma 1 (pair densities are correlations).** The second expression for \(M_{nm}\) follows from the first.

*Proof.* Insert both expansions:

\[
M_{nm}(\mathbf G)=\sum_{\mathbf G_1\mathbf G_2}c_{n\mathbf k}(\mathbf G_1)^*c_{m,\mathbf k+\mathbf q}(\mathbf G_2)\,
\frac1V\int e^{i(-\mathbf k-\mathbf G_1-\mathbf q-\mathbf G+\mathbf k+\mathbf q+\mathbf G_2)\cdot\mathbf r}\,d^3r .
\]

The vectors \(\mathbf k\) and \(\mathbf q\) cancel. The integral divided by \(V\) is one if \(\mathbf G_2=\mathbf G_1+\mathbf G\) and zero otherwise. ∎

The sum is the cross-correlation of two coefficient lists at displacement \(\mathbf G\). Coefficients outside a finite basis count as zero. If \(\mathbf k+\mathbf q=\mathbf k'+\mathbf G_0\) lies outside the chosen zone and the stored state belongs to \(\mathbf k'\), then \(\mathbf k+\mathbf q+\mathbf G=\mathbf k'+(\mathbf G+\mathbf G_0)\). Hence \(c_{m,\mathbf k+\mathbf q}(\mathbf G)=c_{m\mathbf k'}(\mathbf G+\mathbf G_0)\).

**Lemma 2 (first-order density matrix).** For eigenstates \(m,n\) of \(H_0\),

\[
\delta\rho_{mn}=\frac{f_n-f_m}{\omega+i\eta+\varepsilon_n-\varepsilon_m}\,\delta V_{mn}.
\]

*Proof.* The density matrix obeys \(i\,d\rho/dt=[H,\rho]\). Put \(H=H_0+\delta V\) and \(\rho=\rho_0+\delta\rho\), where \(\rho_0\) is diagonal with entries \(f_n\). The first-order part is

\[
i\frac{d\,\delta\rho}{dt}=[H_0,\delta\rho]+[\delta V,\rho_0].
\]

Since \(\delta\rho\) varies as \(e^{-i\omega t+\eta t}\), the left side is \(i(-i\omega+\eta)\delta\rho=(\omega+i\eta)\delta\rho\). The \(mn\) element reads

\[
(\omega+i\eta)\delta\rho_{mn}=(\varepsilon_m-\varepsilon_n)\delta\rho_{mn}+(f_n-f_m)\delta V_{mn}.
\]

Collecting \(\delta\rho_{mn}\) gives the result. ∎

## Proof of part (a)

The perturbation is \(\delta V(\mathbf r)=\sum_{\mathbf G'}\delta V(\mathbf q+\mathbf G')e^{i(\mathbf q+\mathbf G')\cdot\mathbf r}\). It raises crystal momentum by \(\mathbf q\), so it takes state \(n\) at \(\mathbf k\) to states \(m\) at \(\mathbf k+\mathbf q\). Because \(\langle m|A|n\rangle=\langle n|A^\dagger|m\rangle^*\),

\[
\delta V_{mn}=\sum_{\mathbf G'}\langle m,\mathbf k+\mathbf q|e^{i(\mathbf q+\mathbf G')\cdot\mathbf r}|n\mathbf k\rangle\,\delta V(\mathbf q+\mathbf G')
=\sum_{\mathbf G'}M_{nm}(\mathbf G')^*\,\delta V(\mathbf q+\mathbf G').
\]

The density component is the trace of \(\delta\rho\) with \(e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}/V\), times two for spin:

\[
\delta n(\mathbf q+\mathbf G)=\frac2V\sum_{\mathbf knm}\delta\rho_{mn}\,\langle n\mathbf k|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|m,\mathbf k+\mathbf q\rangle
=\frac2V\sum_{\mathbf knm}\delta\rho_{mn}M_{nm}(\mathbf G).
\]

Substituting Lemma 2 and \(\delta V_{mn}\), the factor multiplying \(\delta V(\mathbf q+\mathbf G')\) is the stated \(\chi^0_{\mathbf G\mathbf G'}\). ∎

## The static weight and its sign

At \(\omega=0\) and \(\eta\to0\), each pair of states with different energies carries the weight

\[
w_{nm}=\frac{f_n-f_m}{\varepsilon_n-\varepsilon_m}.
\]

It is real. It is also never positive: if \(\varepsilon_n>\varepsilon_m\), then \(f_n\le f_m\), and exchanging the labels changes both signs. By the argument given for the bound below, this makes \(\delta V^\dagger\chi^0\,\delta V\le0\): the overlap of the induced density with the perturbing potential, taken over the whole crystal, is never positive. This is a statement about the integral, not about each point.

Coincident energies need a decision. In an insulator such states have equal occupations and contribute zero. For a smooth \(f\), the static response at fixed temperature and chemical potential follows from \(\rho=f(H)\). For a power \(f(H)=H^p\), the first-order change is \(\sum_{j=0}^{p-1}H_0^{\,j}\,\delta V\,H_0^{\,p-1-j}\), with elements

\[
\delta\rho_{mn}=\delta V_{mn}\sum_{j=0}^{p-1}\varepsilon_m^{\,j}\varepsilon_n^{\,p-1-j}
=\delta V_{mn}\times
\begin{cases}
(\varepsilon_m^p-\varepsilon_n^p)/(\varepsilon_m-\varepsilon_n), & \varepsilon_m\ne\varepsilon_n,\\
p\,\varepsilon_n^{\,p-1}, & \varepsilon_m=\varepsilon_n.
\end{cases}
\]

Polynomials are sums of powers, and on the bounded spectrum of a finite basis they approximate a smooth \(f\) together with its derivative. The weight at coincidence is therefore \(f'(\varepsilon)\le0\). Formula (a) itself gives such a pair zero weight at every \(\eta>0\), because \(f_n-f_m=0\), and hence also in the limit \(\eta\to0\). The weight \(f'\) belongs to the equilibrium response \(\rho=f(H)\) and has to be inserted by hand; on a mesh that contains such pairs the two results differ. The sign needed below holds in both cases.

Fixing the chemical potential also fixes the electron number to first order. The number change involves the diagonal elements \(\delta V_{nn}\), which vanish because \(\delta V\) changes the crystal momentum.

## Proof of part (b)

**Origin of the matrix.** The density change creates a Hartree potential energy obeying \(\nabla^2\delta V_H=-4\pi\,\delta n\), so \(\delta V_H(\mathbf q+\mathbf G)=4\pi\,\delta n(\mathbf q+\mathbf G)/|\mathbf q+\mathbf G|^2\). In the random-phase approximation the electrons respond as independent particles to the total potential:

\[
\delta V_{\rm tot}=\delta V_{\rm ext}+v\chi^0\,\delta V_{\rm tot}
\quad\Longrightarrow\quad
\epsilon\,\delta V_{\rm tot}=\delta V_{\rm ext},\qquad \epsilon=1-v\chi^0 .
\]

Because \(v\) is diagonal and positive, \(v^{1/2}\) is invertible, and

\[
v^{-1/2}\epsilon\,v^{1/2}=1-v^{-1/2}v\chi^0v^{1/2}=1-v^{1/2}\chi^0v^{1/2}=\tilde\epsilon .
\]

This is a similarity transformation, so \(\epsilon\) and \(\tilde\epsilon\) have the same eigenvalues.

**Hermiticity.** With real weights,

\[
(\chi^0_{\mathbf G'\mathbf G})^*=\frac2V\sum w_{nm}M_{nm}(\mathbf G')^*M_{nm}(\mathbf G)=\chi^0_{\mathbf G\mathbf G'} .
\]

Multiplying on both sides by the real diagonal matrix \(v^{1/2}\) preserves this property. By contrast, \((v\chi^0)^\dagger=\chi^0v\), which equals \(v\chi^0\) only if the two matrices commute.

**The bound.** For any vector \(x\) define the amplitude

\[
A_{nm}=\sum_{\mathbf G}M_{nm}(\mathbf G)^*\,v^{1/2}(\mathbf q+\mathbf G)\,x_{\mathbf G}.
\]

In \(x^\dagger v^{1/2}\chi^0v^{1/2}x\), the sum over \(\mathbf G'\) gives \(A_{nm}\) and the sum over \(\mathbf G\) gives \(A_{nm}^*\). Hence

\[
x^\dagger(\tilde\epsilon-1)x=\frac2V\sum_{\mathbf knm}(-w_{nm})\,|A_{nm}|^2\ \ge 0 .
\]

For a normalized eigenvector with eigenvalue \(\lambda\), the left side is \(\lambda-1\), so \(\lambda\ge1\). ∎

The value one occurs when some nonzero \(x\) makes \(A_{nm}\) vanish for every pair with nonzero weight. Such a perturbation leaves the density matrix unchanged to first order and is not screened. The proof uses neither inversion nor time-reversal symmetry.

**Meaning.** Put \(y=v^{-1/2}\delta V\). Then \(y_{\rm tot}=\tilde\epsilon^{-1}y_{\rm ext}\), and the eigenvalues of \(\tilde\epsilon^{-1}\) lie between zero and one. Thus \(|y|^2=\sum_{\mathbf G}|\mathbf q+\mathbf G|^2|\delta V(\mathbf q+\mathbf G)|^2/4\pi\), which is proportional to the energy of the field, cannot grow through static screening. A single component of the potential may still grow.

## Local fields and cutoffs

If the external potential has only the component \(\mathbf G=0\), the total potential there is reduced by the factor \((\epsilon^{-1})_{00}=(\tilde\epsilon^{-1})_{00}\). The screening with local fields is \(\epsilon_M=1/(\tilde\epsilon^{-1})_{00}\).

**Corollary.** \(1\le\epsilon_M\le\tilde\epsilon_{00}\).

*Proof.* Let \(e_0\) be the unit vector for \(\mathbf G=0\), and let \(x_0=e_0^\dagger x=1\). The Cauchy-Schwarz inequality for \(\tilde\epsilon^{-1/2}e_0\) and \(\tilde\epsilon^{1/2}x\) gives

\[
1=|e_0^\dagger x|^2\le(\tilde\epsilon^{-1})_{00}\;x^\dagger\tilde\epsilon\,x ,
\]

with equality for \(x=\tilde\epsilon^{-1}e_0/(\tilde\epsilon^{-1})_{00}\). Therefore \(\epsilon_M\) is the minimum of \(x^\dagger\tilde\epsilon x\) over vectors with \(x_0=1\). The choice \(x=e_0\) gives the upper bound. The lower one follows from \(x^\dagger\tilde\epsilon x\ge x^\dagger x\ge1\). ∎

Adding \(\mathbf G\) vectors at fixed Bloch states enlarges the set of trial vectors. The minimum \(\epsilon_M\) can then only fall or stay, and the largest eigenvalue, a maximum of \(x^\dagger\tilde\epsilon x/x^\dagger x\), can only rise or stay. No such ordering follows when the wave-function basis is changed, because the states themselves change.

## Where the bound stops

**Finite frequency.** Take an insulator with time-reversal symmetry, so that \(\psi_{n\mathbf k}^*\) is a state at \(-\mathbf k\) with the same energy. Let \(n\) at \(\mathbf k\) be filled, \(m\) at \(\mathbf k+\mathbf q\) empty, and \(\Delta=\varepsilon_m-\varepsilon_n>0\). The sum also contains the pair with \(\psi_m^*\) at \(-\mathbf k-\mathbf q\) first and \(\psi_n^*\) at \(-\mathbf k\) second. Its element is

\[
\int\psi_m\,e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}\,\psi_n^*\,d^3r=M_{nm}(\mathbf G),
\]

the same as for the first pair. Away from resonance, with \(\eta\to0\), the weights add to

\[
\frac1{\omega-\Delta}-\frac1{\omega+\Delta}=\frac{2\Delta}{\omega^2-\Delta^2}.
\]

For \(|\omega|\) below every transition energy this is negative and the bound survives. For \(|\omega|\) above every transition energy of a finite basis it is positive, and all eigenvalues are at most one. The overlap of the induced density with the perturbing potential is then never negative, whereas in the static case it is never positive.

**Other conditions.** If a higher level is fuller than a lower one, that pair has \(w>0\) and the proof fails. An exchange-correlation kernel changes the matrix, and the argument above does not cover it.

## Worked example

The model crystal is simple cubic with lattice constant 6 bohr and two electrons per cell. Two strongly overlapping Gaussian wells \(-D\,e^{-r^2/2\sigma^2}\), with \(\sigma=1\) bohr and depths \(D\) of 3 and 1 hartree, sit at \((0,0,0)\) and \((0.25,0.15,0.10)\) in units of the lattice constant; because the depths differ and twice the second position is not a lattice vector, the crystal has no inversion centre. The mesh has \(4\times4\times4\) wave vectors, and \(\mathbf q\) is one quarter of a reciprocal basis vector, of length 0.2618 bohr\(^{-1}\). The wave-function cutoff is 3 hartree. On the mesh the gap is \(-0.2404-(-1.0179)=0.7775\) hartree, or 21.2 eV. This gap belongs to the small basis: it is 0.813 hartree at a cutoff of 4.5 hartree and 0.825 hartree at a cutoff of 8 hartree.

For \(\mathbf k=(3,2,1)/4\), \(\mathbf k+\mathbf q\) leaves the zone and is relabelled. With \(\mathbf G=(0,1,0)\), bands 1 and 2 give \(|M_{12}|=0.4464\), both from the coefficient correlation and from integration over the cell.

The Coulomb factor at \(\mathbf G=0\) is \(4\pi/(0.2618)^2=183.35\) hartree bohr\(^3\), and \(\chi^0_{00}=-0.0007958\) hartree\(^{-1}\) bohr\(^{-3}\). Therefore

\[
\tilde\epsilon_{00}=1+183.35\times0.0007958=1.146 .
\]

Let index 1 denote \(\mathbf G=(-1,0,0)\). Then \(|\mathbf q+\mathbf G|=3|\mathbf q|\), and the Coulomb factor is \(183.35/9=20.37\). In the same units as before, \(\chi^0_{01}=0.001785-0.000445i\), so

\[
\tilde\epsilon_{01}=-\frac{183.35}{3}\,\chi^0_{01}=-0.109+0.027i=\tilde\epsilon_{10}^{\,*}.
\]

Without symmetrization the two elements are \(\epsilon_{01}=-183.35\,\chi^0_{01}=-0.327+0.082i\) and \(\epsilon_{10}=-20.37\,\chi^0_{10}=-0.036-0.009i\), which are not conjugates.

With 28 response vectors (cutoff 2 hartree), the eigenvalues run from 1.00016 to 1.511. Local fields lower the screening from 1.146 to 1.110. With 11 vectors the largest eigenvalue is 1.380 and \(\epsilon_M=1.120\), in the order derived above. Raising the wave-function cutoff to 4.5 hartree changes the two screening values to 1.131 and 1.098, a change of about one per cent of each value but about ten per cent of its excess over one, which is the part the polarizability supplies. At a wave-function cutoff of 8 hartree they are 1.126 and 1.094. At the 3 hartree wave-function cutoff, raising the response cutoff from 2 to 6 hartree moves the largest eigenvalue from 1.511 to 1.589 and \(\epsilon_M\) from 1.110 to 1.106, while an \(8\times8\times8\) mesh changes the two screening values by less than 0.001. The values quoted illustrate the theorem for the given basis and are not converged results.

Thermal occupations of the same bands, with \(k_BT=0.05\) hartree and 3.88 electrons per cell, give eigenvalues from 1.007 to 14.4. Here \(-w\) can reach \(1/(4k_BT)=5\) hartree\(^{-1}\), against at most \(1/0.7775=1.29\) hartree\(^{-1}\) in the insulator. The larger weight is only part of the cause: with every \(-w\) capped at 1.29 hartree\(^{-1}\) the largest eigenvalue is still 7.2. The partly filled bands also supply pairs with \(|M_{nm}(0)|^2\) near one (up to 0.96 among pairs with \(-w>0.3\) hartree\(^{-1}\)), and these meet the large Coulomb factor at \(\mathbf G=0\). With the same temperature and the chemical potential in the gap, such pairs reach only 0.03 and the largest eigenvalue is 1.515. On an \(8\times8\times8\) mesh at the original chemical potential the largest eigenvalue is 14.5.

At \(\omega=8\) hartree, above the full energy spread of 3.89 hartree, the insulator's eigenvalues lie between 0.9902 and 0.99997, on the other side of one.

The numerical check also obtains the static elements by diagonalizing perturbed supercells, and the retarded response by propagating the electrons in time after a kick. These tests use three response vectors: the full \(3\times3\) block for the insulator, its first column for thermal occupations, and, in the time test, the first column for one line of four \(\mathbf k\) points at the complex frequency \(\omega+i\eta=0.5+0.25i\) hartree. Divided by the largest formula element of the \(3\times3\) block (static tests) or of the column (time test), the differences from the formula are below \(10^{-6}\).

## Table of computed values

```
lattice constant: 6.0 bohr; k mesh: 4 per axis
well depths: 3.0, 1.0 hartree; Gaussian width: 1.0 bohr
well centres (units of lattice constant): [[0.0, 0.0, 0.0], [0.25, 0.15, 0.1]]
wave-function cutoff: 3.0 hartree; plane waves at k=0: 57
length of q: 0.26180 1/bohr
highest filled energy on mesh: -1.01789 hartree
lowest empty energy on mesh: -0.24038 hartree
gap on mesh: 0.77751 hartree = 21.157 eV
pair density: k=(3,2,1)/4, G=(0,1,0), bands 1 and 2 (reciprocal units)
  modulus from coefficients: 0.44642066 (no unit)
  modulus from quadrature:   0.44642066 (no unit)
static chi0, 1/(hartree bohr^3); G0=(0,0,0), G1=(-1,0,0), G2=(0,1,0)
  [0,0] formula -0.0007958+0.0000000j  supercell -0.0007958+0.0000000j
  [0,1] formula 0.0017850-0.0004453j  supercell 0.0017850-0.0004453j
  [1,0] formula 0.0017850+0.0004453j  supercell 0.0017850+0.0004453j
  [0,2] formula -0.0008007-0.0001439j  supercell -0.0008007-0.0001439j
  [2,0] formula -0.0008007+0.0001439j  supercell -0.0008007+0.0001439j
relative error, static insulator: 9.4e-09
asymmetry of supercell 3x3 symmetrized matrix: 1.5e-09
supercell 3x3 dielectric eigenvalues: [1.01287 1.06558 1.25282]
relative error, static thermal case: 3.9e-08
time test frequency: (0.5+0.25j) hartree; step 0.05 and length 80 atomic time units
one k string, chi0[0,0] formula: -0.0000544-0.0000216j 1/(hartree bohr^3)
one k string, chi0[0,0] time:    -0.0000544-0.0000216j 1/(hartree bohr^3)
relative error, retarded response: 8.9e-08
response cutoff 2.0 hartree: 28 vectors
Coulomb factor at G=0: 183.3465 hartree bohr^3
smallest dielectric eigenvalue: 1.000156
three largest dielectric eigenvalues: [1.27628 1.29309 1.511  ]
largest asymmetry of unsymmetrized matrix: 0.40430
screening without local fields: 1.14591
screening with local fields: 1.11002
response cutoff 1.0 hartree: 11 vectors
  largest eigenvalue 1.38000; screening with local fields 1.12032
wave-function cutoff 4.5 hartree, response cutoff 2.0 hartree:
  smallest, largest eigenvalue: 1.000085, 1.50746
  screening without, with local fields: 1.13102, 1.09813
thermal case: mu -0.14038 hartree, kT 0.05 hartree, 3.8766 electrons per cell
  smallest, largest eigenvalue: 1.007465, 14.40016
high frequency: 8.0 hartree; full energy spread: 3.8928 hartree
  smallest, largest eigenvalue: 0.9902385, 0.9999731
```
